# The electrophilicity index from a quadratic energy in transferred charge

Suppose that the energy of a species which gains \(x\) electrons changes by a linear term with coefficient \(\mu\) and a quadratic term with coefficient \(\eta>0\),

\[
\Delta E(x)=\mu x+\tfrac12\eta x^2 ,
\]

and let \(W(\mu,\eta)\) be its lowest value. Two changes of unit fix the form of \(W\). Counting charge in another unit, \(x=\lambda y\), turns the coefficients into \(\lambda\mu\) and \(\lambda^2\eta\) but cannot alter the lowest energy. Measuring energy in another unit multiplies \(\mu\), \(\eta\) and \(W\) by the same positive factor \(s\). Together,

\[
W(s\lambda\mu,\;s\lambda^2\eta)=s\,W(\mu,\eta).
\]

For \(\mu\neq0\), choose \(\lambda=\mu/\eta\) and \(s=\eta/\mu^2\). Both arguments on the left then become 1, and

\[
W(\mu,\eta)=\frac{\mu^2}{\eta}\,W(1,1).
\]

A negative \(\lambda\) is allowed, since it merely reverses the direction in which charge is counted; this is why the sign of \(\mu\) drops out. The energy released must therefore be a pure number times \(\mu^2/\eta\). The number has to come from the minimisation, and the meaning of the result from the physical situation that the minimisation describes.

The coefficient \(\mu\) is the slope of the model energy at \(x=0\), called the chemical potential of the species. The coefficient \(\eta\) is the full second derivative, called the hardness. The nuclei stay fixed while the charge changes. In atomic units \(x\) is a pure number, so \(\mu\) and \(\eta\) are both given in hartree, although they scale differently with the unit of charge.

The electrons must come from somewhere, and their source also has an energy. Let it be a reservoir so large that its chemical potential \(\mu_R\) does not change when it gives up electrons. Losing \(x\) electrons changes its energy by \(-\mu_R x\), so the quantity to be minimised is

\[
\Delta E(x)-\mu_R x=(\mu-\mu_R)x+\tfrac12\eta x^2 .
\]

The electrophilicity index refers to \(\mu_R=0\), with the energy zero placed at an electron at rest infinitely far away. This choice matters. If the potential energy of every electron is shifted by a constant \(c\), both \(\mu\) and \(\mu_R\) rise by \(c\). Their difference is unchanged, but \(\mu^2\) alone is not. The square of \(\mu\) thus has a physical meaning because it stands for \((\mu-\mu_R)^2\) with a stated reservoir.

With \(\mu_R=0\), the energy is stationary where its derivative vanishes:

\[
\frac{d\Delta E}{dx}=\mu+\eta x=0
\qquad\Longrightarrow\qquad
x^*=-\frac{\mu}{\eta}.
\]

Inserting this value gives

\[
\Delta E(x^*)=-\frac{\mu^2}{\eta}+\frac{\eta}{2}\,\frac{\mu^2}{\eta^2}
=-\frac{\mu^2}{\eta}+\frac{\mu^2}{2\eta}
=-\frac{\mu^2}{2\eta}.
\]

The first term is the gain from the initial downward slope. The second is the cost of the curvature, which takes back half of that gain. This is the origin of the factor \(\tfrac12\), and it gives \(W(1,1)=-\tfrac12\).

A vanishing derivative does not by itself prove a minimum. Completing the square does. Since

\[
\tfrac12\eta\left(x+\frac{\mu}{\eta}\right)^2
=\tfrac12\eta x^2+\mu x+\frac{\mu^2}{2\eta},
\]

the energy can be written as

\[
\Delta E(x)=\tfrac12\eta\,(x-x^*)^2-\frac{\mu^2}{2\eta}.
\]

For \(\eta>0\) the first term is never negative and vanishes at \(x=x^*\) alone. The stationary point is the global minimum of the parabola, and the energy released in reaching it is the electrophilicity index

\[
\boxed{\;\omega=\frac{\mu^2}{2\eta}\;}
\]

The index is positive for \(\mu\neq0\) and zero for \(\mu=0\), while the energy change is \(-\omega\). If \(\eta<0\), the same identity shows that the stationary point is a maximum and that the energy falls without bound on both sides. If \(\eta=0\) and \(\mu\neq0\), the energy is a straight line and has no minimum. Positive hardness is therefore a condition for the result.

The square also hides the direction of transfer. In the quadratic model, a species with \(\mu<0\) gains electrons, \(x^*>0\), and \(\omega\) measures an accepting tendency. With \(\mu>0\) the model species would lower its energy by losing electrons to the reservoir, yet \(\omega\) would still be positive. The name electrophilicity fits the case \(\mu<0\).

Some definitions of hardness use half the second derivative, \(h=\eta/2\). Substituting \(\eta=2h\) gives \(\omega=\mu^2/(4h)\), which is the same energy. Combining \(h\) with the formula written for \(\eta\) would give \(\mu^2/(2h)=\mu^2/\eta=2\omega\), twice the correct value.

To use the formula one needs \(\mu\) and \(\eta\). They can be obtained from three energies at the same nuclear positions: those of the species, its cation and its anion. Let \(I\) be the vertical ionization energy, which is the cation energy minus the neutral energy, and let \(A\) be the vertical electron affinity, which is the neutral energy minus the anion energy. Requiring the parabola to pass through all three points gives

\[
\Delta E(-1)=-\mu+\tfrac12\eta=I,
\qquad
\Delta E(1)=\mu+\tfrac12\eta=-A .
\]

Adding the two conditions removes \(\mu\), and subtracting the first from the second removes \(\eta\):

\[
\eta=I-A,\qquad 2\mu=-A-I
\quad\Longrightarrow\quad
\mu=-\frac{I+A}{2}.
\]

The optimal charge and the index become

\[
x^*=\frac{I+A}{2(I-A)},\qquad
\omega=\frac{1}{2(I-A)}\,\frac{(I+A)^2}{4}
=\frac{(I+A)^2}{8(I-A)}.
\]

The free sulfur atom provides an example. The energies of the neutral triplet, the cation quartet and the anion doublet were computed by unrestricted coupled-cluster theory with single and double excitations and perturbative triples, CCSD(T), in the aug-cc-pVTZ basis. The 1s, 2s and 2p electrons were left uncorrelated. The calculation leaves out relativity, core correlation and higher excitations beyond this treatment, and the finite basis introduces an error of its own. The energies are \(-397.6561\), \(-397.2831\) and \(-397.7277\) hartree for the neutral atom, cation and anion. In hartree, their differences are

\[
I=-397.2831+397.6561=0.3730,
\]

\[
A=-397.6561+397.7277=0.0716 .
\]

The parameters of the parabola follow:

\[
\mu=-\frac{0.3730+0.0716}{2}=-0.2223,
\qquad
\eta=0.3730-0.0716=0.3014 .
\]

The optimal charge gain and the index are

\[
x^*=\frac{0.2223}{0.3014}\approx0.74,
\qquad
\omega=\frac{(0.2223)^2}{2\times0.3014}\approx0.0820\ \text{hartree},
\]

or about 2.23 eV. In this model, a sulfur atom in contact with the reservoir takes up about three quarters of an electron. The fourth decimal of \(\omega\) is kept to make the arithmetic traceable and does not express the accuracy of the calculation. The measured values \(I=10.36\) eV and \(A=2.08\) eV give about 2.33 eV, some 4 percent more.

How errors in the two input energies reach the index can be found by differentiation. From \(\omega=\mu^2/(2\eta)\),

\[
d\omega=\frac{\mu}{\eta}\,d\mu-\frac{\mu^2}{2\eta^2}\,d\eta
=-x^*\,d\mu-\tfrac12 x^{*2}\,d\eta .
\]

Substituting \(d\mu=-(dI+dA)/2\) and \(d\eta=dI-dA\) and collecting terms gives

\[
d\omega=\tfrac12x^*(1-x^*)\,dI+\tfrac12x^*(1+x^*)\,dA .
\]

For sulfur, \(x^*=0.7375\) makes the coefficient of \(dI\) about 0.10 and that of \(dA\) about 0.64. A small error in the electron affinity therefore affects the index more than six times as strongly as an equal error in the ionization energy.

Unrestricted Hartree–Fock theory in the same basis shows how much this matters. With one more decimal kept to avoid a rounding error in the index, it gives \(I=0.33958\) and \(A=0.03270\) hartree, hence \(\mu=-0.18614\) and \(\eta=0.30688\) hartree, and

\[
\omega_{\mathrm{HF}}=\frac{(0.18614)^2}{2\times0.30688}\approx0.0565\ \text{hartree}.
\]

Going from Hartree–Fock to CCSD(T) raises \(I\) by 0.0334 and \(A\) by 0.0389 hartree. These similar shifts nearly cancel in \(\eta\), which falls by about 2 percent, but they add in \(\mu\). The square of \(\mu\) grows by a factor of about 1.43, and \(\omega\) by about 1.45. The index is thus about 45 percent larger than its Hartree–Fock value, mainly because the chemical potential has changed.

The parabola must not be confused with the exact energy of an isolated atom at fractional charge. At zero temperature, an isolated system with a fractional mean electron number is a statistical mixture of states with whole numbers of electrons. Consider the cation, neutral and anion with weights \(w_-\), \(w_0\) and \(w_+\). The weights are non-negative, sum to one and satisfy \(w_+-w_-=x\). Relative to the neutral, the mean energy is

\[
w_-I-w_+A=w_-I-(x+w_-)A=-Ax+w_-(I-A).
\]

For \(0\le x\le1\) and \(I>A\), this is smallest when \(w_-=0\), leaving the straight line \(-Ax\). For \(-1\le x\le0\), eliminating \(w_-=w_+-x\) instead gives

\[
(w_+-x)I-w_+A=-Ix+w_+(I-A),
\]

which is smallest when \(w_+=0\), leaving \(-Ix\). The lowest mixture of these three charge states therefore has slope \(-I\) just to the left of the neutral and slope \(-A\) just to the right. The chemical potential used in the parabola is the mean of these slopes, and the hardness is the jump between them:

\[
\frac{(-I)+(-A)}2=\mu,\qquad (-A)-(-I)=\eta .
\]

The curvature of the model thus spreads over a finite range of charge what is a sudden change of slope in the isolated atom.

Between the neutral and the anion the two descriptions differ by a definite amount. Since \(-A=\mu+\tfrac12\eta\),

\[
-Ax-\Delta E(x)=\left(\mu+\tfrac12\eta\right)x-\mu x-\tfrac12\eta x^2
=\tfrac12\eta\,x(1-x).
\]

The parabola lies below the straight line everywhere between these two end points. At \(x=\tfrac12\) the gap is \(\eta/8\). For sulfur the line gives \(-0.0358\) hartree and the parabola \(-0.0735\) hartree, so the gap of 0.0377 hartree is larger than the magnitude of the straight-line energy itself. At half an electron the parabola is therefore a poor substitute for the energy of the isolated atom. Its use has to rest on a different purpose: a smooth model of a species that shares charge with its surroundings.

The same comparison shows how the index is related to the electron affinity. Subtracting \(A\) over a common denominator gives

\[
\omega-A=\frac{(I+A)^2-8A(I-A)}{8(I-A)}
=\frac{I^2-6IA+9A^2}{8(I-A)}
=\frac{(I-3A)^2}{8(I-A)}\ge0 .
\]

The inequality has a simple geometrical reason: the parabola passes through \(-A\) at \(x=1\), so its minimum cannot lie higher. Equality requires \(I=3A\), for which \(x^*=4A/(4A)=1\) and the minimum falls on the anion. For sulfur,

\[
\omega-A=0.0820-0.0716=0.0104\ \text{hartree}.
\]

Among mixtures of the three charge states, the isolated atom can release at most \(A\), by becoming the anion. The additional 0.0104 hartree belongs to the parabola and should not be read as extra binding of an electron.

Round parameters make the limits of this reading clearer. With \(I=0.60\) and \(A=0.20\) hartree, equality holds: \(x^*=1\) and \(\omega=0.20\) hartree. With \(I=0.40\) and \(A=-0.05\) hartree, the anion lies above the neutral, yet

\[
x^*=\frac{0.35}{0.90}\approx0.39,\qquad
\omega=\frac{(0.35)^2}{8\times0.45}\approx0.034\ \text{hartree}.
\]

A positive index therefore does not imply that a whole extra electron is bound. With \(I=0.50\) and \(A=0.25\) hartree, \(x^*=0.75/0.50=1.5\) and \(\omega=0.28\) hartree. Here the minimum lies beyond the anion, outside the range of the three energies. The formula then relies on extrapolation and says nothing reliable about a second added electron. The minimum lies between the neutral and the anion when \(0\le I+A\le2(I-A)\), that is, when \(-I\le A\le I/3\).

Even inside that range, a smooth model energy need not be quadratic. Add a small cubic term \(\gamma x^3/6\) to a curve with initial slope \(\mu_0\) and second derivative \(\eta\) at \(x=0\). Its values at \(x=\pm1\) are

\[
\Delta E(\pm1)=\pm\mu_0+\tfrac12\eta\pm\tfrac16\gamma .
\]

A parabola fitted to these values has the same \(\eta\), but its linear coefficient is \(\mu=\mu_0+\gamma/6\). In terms of the fitted coefficients the curve is

\[
\Delta E(x)=\mu x+\tfrac12\eta x^2+\tfrac16\gamma(x^3-x).
\]

The cubic term moves the nearby minimum by at most an amount of order \(\gamma\). Because the quadratic part is stationary at \(x^*\), this displacement changes the energy only at order \(\gamma^2\) or higher. To first order, it is enough to evaluate the added term at the old minimum:

\[
\Delta E_{\min}=-\omega-\tfrac16\gamma\,x^*(1-x^{*2})+O(\gamma^2).
\]

The correction to first order vanishes at \(x^*=0\) and \(x^*=1\), where the fitted parabola meets the curve. The three energies cannot determine \(\gamma\), so they cannot supply this correction. Nor is \(\gamma\) necessarily small. A cubic that also passes through the dication has \(\gamma=2I-A-I_2\), where \(I_2\) is the second ionization energy. For sulfur the measured energies give about \(-0.17\) hartree, more than half of \(\eta\) in magnitude.

A real reaction partner is not a reservoir, because its own chemical potential changes as it loses electrons. Describe a donor by parameters \(\mu_D\) and \(\eta_D\), and let it lose the \(x\) electrons that the acceptor gains. If the interaction between the two is otherwise neglected, the total energy change is

\[
\mu x+\tfrac12\eta x^2-\mu_Dx+\tfrac12\eta_Dx^2
=(\mu-\mu_D)x+\tfrac12(\eta+\eta_D)x^2 .
\]

This is the original problem with \(\mu\) replaced by \(\mu-\mu_D\) and \(\eta\) by \(\eta+\eta_D\). For \(\eta+\eta_D>0\),

\[
x_D=\frac{\mu_D-\mu}{\eta+\eta_D},\qquad
\Delta E_D=-\frac{(\mu_D-\mu)^2}{2(\eta+\eta_D)} .
\]

At the minimum \(\mu+\eta x_D=\mu_D-\eta_Dx_D\), so charge flows until the two chemical potentials are equal. Setting \(\mu_D=0\) and letting \(\eta_D\to0\) returns \(-\omega\). The index therefore describes a donor that gives electrons at zero energy and offers no growing resistance to their loss.

For the sulfur atom and a model donor with \(\mu_D=-0.10\) and \(\eta_D=0.20\) hartree,

\[
x_D=\frac{-0.10+0.2223}{0.3014+0.20}\approx0.244,
\]

\[
\Delta E_D=-\frac{(0.1223)^2}{2\times0.5014}\approx-0.0149\ \text{hartree}.
\]

The energy released is about 18 percent of \(\omega\). Both changes to the reservoir reduce it: the donor holds its electrons at a lower chemical potential, which shrinks the driving difference, and its hardness adds to the resistance. The result still leaves out the electrostatic attraction between the charged partners, their polarization, bond formation and the repulsion of their electron clouds. It is not a reaction energy. The fractional transfer itself belongs to the parabolas. This donor has an ionization energy \(\tfrac12\eta_D-\mu_D=0.20\) hartree, which exceeds the electron affinity of sulfur by 0.128 hartree. Two truly separated partners, described as mixtures of whole-number charge states, would therefore exchange no charge at all.

The same restriction governs the use of the index for precursor molecules. The energies \(I\) and \(A\) belong to the isolated molecule at one geometry, and \(\omega\) depends on nothing else. Changing a ligand can alter the index by altering these energies. But the index contains no direction of approach and no distance to a reaction partner, so it cannot show whether bulky ligands block the metal centre. Nor does it contain a transition state, so it gives no activation barrier. Steric hindrance needs a separate description.

Even within the quadratic model, a comparison of indices for species with \(\mu<0\) ranks them only by the energy released in contact with the reservoir at \(\mu_R=0\). A finite donor can reverse the order. A model species with \(I=0.257\) and \(A=0.083\) hartree has \(\omega\approx0.0830\) hartree, slightly more than sulfur. With the donor used above it releases only about 0.0066 hartree, while sulfur releases 0.0149 hartree.
